# The Harman relation and its bias from heat leaks and contacts

## Question

I want to measure the figure of merit of a small thermoelectric bar by the Harman method. A direct current $I$ runs through the thermally isolated bar. I read the voltage $V_{\rm ohmic}$ just after switching on and the voltage $V_{\rm total}$ after it has settled, and then I am supposed to use

$$zT=\frac{V_{\rm total}}{V_{\rm ohmic}}-1 .$$

I see roughly why: the Peltier effect carries heat from one end to the other, and the resulting temperature difference adds a Seebeck voltage. I get stuck when I write the heat balance. If no heat can leave the bar, where does the Joule heat go, and how can there be a steady state?

My bar isn't perfectly isolated either. It radiates, its wires conduct heat, and its soldered ends have some resistance. How far off will the result be?

My design values are:

- Bar: 2 mm × 2 mm × 6 mm, $S=200$ µV/K relative to the wire metal, $\rho=10$ µΩ m, $\kappa=1.5$ W/(m K), heat capacity $1.5\times10^6$ J/(m³ K), emissivity 0.5.
- Surroundings at 300 K, current 10 mA.
- At each end: a contact of 0.5 mΩ and two wires (current and voltage), each 0.1 mm in diameter and 50 mm long, with conductivity 400 W/(m K).

## Answer

Your objection is right: a strictly adiabatic bar has no steady state. At small current, though, its temperature *difference* practically settles, while its mean temperature creeps upward. The creep is of second order in $I$, so the Harman relation is a small-current law.

### Heat balance and signs

Let $x$ run from $-L/2$ to $L/2$, with $I>0$ along $+x$. The bar has section $A$ and starts at the temperature $T_0$ of the surroundings. I take $S$, $\rho$ and $\kappa$ as constant. The heat flow and the electric field are

$$J=SIT-\kappa A\,\frac{\partial T}{\partial x},\qquad E=\frac{\rho I}{A}+S\,\frac{\partial T}{\partial x}.$$

The wires are all of one metal, and $S$ is the bar's Seebeck coefficient minus theirs. This difference is what enters the Peltier heat at a junction. It also enters the measured voltage, because the voltage wires span the same temperature difference in the opposite sense.

Integrating $E$ along the bar, with $\Delta T=T(L/2)-T(-L/2)$, gives

$$V=IR+S\,\Delta T,\qquad R=\frac{\rho L}{A}.$$

The electrical power per length is $IE$. With heat capacity $c$ per volume, energy conservation reads

$$cA\frac{\partial T}{\partial t}=-\frac{\partial J}{\partial x}+IE
=-SI\frac{\partial T}{\partial x}+\kappa A\frac{\partial^2T}{\partial x^2}+\frac{\rho I^2}{A}+SI\frac{\partial T}{\partial x}.$$

The two Seebeck terms cancel, which leaves

$$cA\frac{\partial T}{\partial t}=\kappa A\frac{\partial^2T}{\partial x^2}+\frac{\rho I^2}{A}.$$

So the Peltier effect acts only at the ends. If no heat enters or leaves there, $J=0$, that is

$$\kappa A\,\frac{\partial T}{\partial x}=SIT\quad\text{at } x=\pm L/2 .$$

Now integrate the heat equation over the bar. With total heat capacity $C=cAL$ and mean temperature $\bar T$,

$$C\frac{d\bar T}{dt}=SI\,\Delta T+I^2R=IV .$$

All the electrical power stays inside, so $\bar T$ must rise.

### The ideal relation

Write $T=T_0+\theta$, where $\theta$ is of order $I$. To first order the Joule term drops out, and $SIT$ at the ends becomes $SIT_0$. The settled profile is then a straight line with $\kappa A\,\theta'=SIT_0$. With the thermal conductance $K=\kappa A/L$,

$$\Delta T=\frac{SIT_0L}{\kappa A}=\frac{SIT_0}{K}.$$

Insert this in the voltage and use $KR=\kappa\rho$:

$$V_{\rm total}=IR+\frac{S^2IT_0}{K}=IR\left(1+\frac{S^2T_0}{\rho\kappa}\right)=V_{\rm ohmic}(1+zT).$$

This is the Harman relation, with $zT=S^2T_0/(\rho\kappa)$.

For your bar, $R=15$ mΩ, $K=1$ mW/K and

$$zT=\frac{(200\times10^{-6})^2\times300}{10^{-5}\times1.5}=0.80 .$$

At 10 mA the ideal values are $\Delta T=0.60$ K, $V_{\rm ohmic}=0.150$ mV and $V_{\rm total}=0.150\times1.80=0.270$ mV. With $C=36$ mJ/K, the adiabatic drift is $IV/C=75$ µK/s, which is negligible over a minute.

### How quickly must the ohmic voltage be read?

The temperature difference starts to grow at once. To follow it, set $\theta=gx-w(x,t)$ with $g=SIT_0/(\kappa A)$. The straight line $gx$ already carries the required end gradient, so $w$ obeys the diffusion equation with zero slope at both ends. Since $\theta=0$ at the start, $w(x,0)=gx$.

The odd functions with zero end slope are $\sin(n\pi x/L)$ with $n$ odd. Their coefficients, found by one integration by parts, are

$$b_n=\frac2L\int_{-L/2}^{L/2}gx\sin\frac{n\pi x}{L}\,dx=\frac{4gL}{\pi^2n^2}(-1)^{(n-1)/2}.$$

At $x=L/2$ the sine equals $(-1)^{(n-1)/2}$, so the signs cancel. Each mode decays as $e^{-n^2t/\tau}$. Since $\Delta T=2\theta(L/2)$,

$$\frac{\Delta T(t)}{\Delta T(\infty)}=f(t)=1-\frac{8}{\pi^2}\sum_{n\ \rm odd}\frac{e^{-n^2t/\tau}}{n^2},\qquad \tau=\frac{cL^2}{\pi^2\kappa}.$$

Here $\tau=3.6$ s, so the final voltage needs a wait of several times that. After only 10 ms, summing the series gives $f=0.0376$. An "ohmic" voltage read at that moment is too large by the factor $1+0.80\times0.0376=1.0301$. The apparent result is $1.80/1.0301-1=0.747$, which is 6.6 % below the true $zT$. Below I assume that this error has been avoided.

### Radiation and lead conduction

For small $\theta$, the radiated power per area is

$$\varepsilon\sigma\left[(T_0+\theta)^4-T_0^4\right]\approx h\theta,\qquad h=4\varepsilon\sigma T_0^3 .$$

Let $P$ be the perimeter of the bar. Define $K_s=hPL$ for the sides, $K_e=hA$ for one end face, and $K_l$ for all wires at one end together. The far ends of the wires are at $T_0$. I neglect thermal resistance at the contacts and radiation from the wires, which is small if they are bare, bright metal. I also assume that the bar is in vacuum. In air, the gas would carry away more heat from both the bar and the wires, and the reading would be lower than calculated here.

There is now a true steady state. To first order in $I$,

$$\kappa A\,\theta''=hP\,\theta .$$

At the right end, the arriving heat must leave through the wires and the face:

$$SIT_0-\kappa A\,\theta'(L/2)=(K_l+K_e)\,\theta(L/2).$$

At the left end, the heat entering the bar must come in through the wires and the face:

$$SIT_0-\kappa A\,\theta'(-L/2)=-(K_l+K_e)\,\theta(-L/2).$$

Replacing $\theta(x)$ by $-\theta(-x)$ turns each end condition into the other and leaves the differential equation unchanged. The solution is therefore odd, $\theta\propto\sinh mx$ with $m^2=hP/(\kappa A)$. Set $u=mL/2$, so that

$$u^2=\frac{hPL^2}{4\kappa A}=\frac{K_s}{4K}.$$

With $\theta_e=\theta(L/2)$, the heat conducted back into the bar is

$$\kappa A\,\theta'(L/2)=\kappa A\,m\coth u\;\theta_e=2Ku\coth u\;\theta_e ,$$

because $\kappa A=KL$ and $m=2u/L$. The end balance becomes $SIT_0=\theta_e\,(2Ku\coth u+K_l+K_e)$. Since $\Delta T=2\theta_e$,

$$\Delta T=\frac{SIT_0}{K\,G},\qquad G=u\coth u+\frac{K_l+K_e}{2K}.$$

Without leaks $u\coth u\to1$ and $G=1$, as it must be. Leaks make $G>1$, since $\tanh u<u$ for $u>0$.

### Contact resistance

Let the contacts have resistances $R_1$ (left) and $R_2$ (right), with sum $R_c$. If the voltage wires sit outside the contacts, both readings gain $IR_c$, and the apparent result is

$$(zT)_{\rm app}=\frac{S\,\Delta T}{I(R+R_c)}=\frac{S^2T_0}{KR}\,\frac{1}{G(1+R_c/R)}=\frac{zT}{F},\qquad F=\left(1+\frac{R_c}{R}\right)G .$$

In this model every one of these imperfections lowers the reading.

The contacts also produce Joule heat $I^2R_1$ and $I^2R_2$. The part common to both ends warms them equally. The unequal part adds $Q=I^2(R_2-R_1)/2$ at the right end and removes as much at the left, just as the Peltier heat $SIT_0$ does. Replacing $SIT_0$ by $Q$ gives

$$\Delta T_{\rm even}=\frac{I^2(R_2-R_1)}{2KG}.$$

This term keeps its sign when the current is reversed. Taking $[V(+I)-V(-I)]/2$ for both voltages removes it. Contacts of 0.2 and 0.8 mΩ at 100 mA would give 2.8 mK, against a Peltier difference of about 5.5 K.

### What matters most?

For small $u$,

$$u\coth u\approx\frac{1+u^2/2}{1+u^2/6}\approx1+\frac{u^2}{3},$$

so for small leaks and contacts

$$F\approx1+\frac{K_s}{12K}+\frac{K_l+K_e}{2K}+\frac{R_c}{R}.$$

Why is the weight of the sides only 1/12? The middle of the bar stays at $T_0$, so heat withdrawn at distance $x$ from it lowers the end temperature in proportion to $x$. The local loss is itself proportional to $x$. Averaging $(2x/L)^2$ over half the bar gives 1/3, and half the side conductance is $K_s/2$. The sides thus act like an end conductance $K_s/6$, which divided by $2K$ is $K_s/(12K)$.

The opposite limit is $u\gg1$, with no other leaks or contacts. Then $F\approx u$ and $(zT)_{\rm app}\approx 2zT/(mL)$. Each end loses its heat within a distance of about $1/m$, and the reading says little about conduction through the whole bar.

### Your numbers

The radiation coefficient is $h=3.06$ W/(m² K). This gives $K_s=0.147$ mW/K and $K_e=0.012$ mW/K. One wire conducts 0.063 mW/K, so $K_l=0.126$ mW/K. Then $u=0.192$, $u\coth u=1.012$, and

$$G=1.012+\frac{0.126+0.012}{2\times1.000}=1.081,\qquad F=\left(1+\frac{1.0}{15.0}\right)\times1.081=1.153 .$$

You would read $0.80/1.153=0.694$ instead of 0.80. Relative to the true value, the biases are:

| Cause | Bias |
|---|---:|
| Radiation alone | −1.8 % |
| Leads alone | −5.9 % |
| Contacts alone | −6.3 % |
| All together | −13.3 % |

The separate biases don't add up exactly, because the contact factor multiplies $G$ and the reading contains $1/F$.

To correct a measurement, multiply it by $F$. This requires estimates of $K$, the leaks and $R_c/R$, so the correction is no better than those estimates.

**Current.** I also solved the steady equations numerically by collocation, keeping the $T^4$ radiation law, the Joule heat in the bar and contacts, and the Peltier heat at the actual end temperatures. With current reversal, the reading is 0.6937 at 10 mA, the same as the formula to four digits. At 100 mA it is 0.6951, higher by 0.2 %. In this calculation the ends are then on average 0.63 K warmer than the surroundings, which raises the Peltier heat by $0.63/300=0.2$ %.

The calculation leaves out the Joule heat of the current wires, which matters more. A metal wire of your dimensions and thermal conductivity has a resistance of about 0.1 Ω, several times that of the bar. Half of its heat flows to the bar, at 100 mA about 0.5 mW at each end. Divided by the total leak conductance $K_s+2(K_l+K_e)=0.42$ mW/K, the 1 mW from both wires warms the bar by a further 2 to 3 K and raises the reading by roughly 1 %. This warming settles with the time constant $C/(0.42\ \text{mW/K})\approx85$ s, far longer than $\tau$, so at 100 mA the reading keeps drifting for minutes. These estimates hold $\rho$, $S$ and $\kappa$ constant. In a real bar they change as the bar warms between the two voltage readings. If $\rho$ grows by 0.5 % per kelvin, for example, a rise of 3 K increases the ohmic part of $V_{\rm total}$ by 1.5 % and the reading by about 2 %. Since the reading goes as $S^2$, a growth of $S$ by 0.1 % per kelvin would add a further 0.6 %. All these effects grow as $I^2$. At 10 mA they are a hundred times smaller, so 10 mA is a comfortable choice.

**Temperature.** At 600 K, $h$ is eight times larger. With the same $S$, $\rho$, $\kappa$ and emissivity, radiation alone would give −12.7 %. A correction that is minor at room temperature becomes a leading one.

**Length.** With fixed section, wires and contacts, the side term grows as $L^2$, the end term as $L$, and the contact term falls as $1/L$. Too short a bar suffers from its contacts, and too long a bar from its heat leaks. Minimizing the full $F$ numerically gives a best length of 5.1 mm, with a total bias of −13.1 %. At 3 mm it is −15.0 % and at 12 mm −18.4 %. Your 6 mm is already close to the best, so changing the length will gain you little. The larger terms to attack are the contacts and the wires: halving the contact resistance, or making the wires thinner or longer, reduces them directly. Thinner or longer current wires also produce more Joule heat, so keep the current small.
